# Equilibrium Donor Incorporation in a Strongly Degenerate Parabolic Band, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: minimising the free energy

A crystal grows in contact with a source of donor atoms. The grower raises the dopant supply and finds how many donors the crystal accepts. Suppose that the crystal stays in equilibrium with the source, and that each accepted donor leaves one positive ion on a lattice site and one electron in the conduction band. The electron must find an empty state. At low doping there are plenty near the band edge. At high doping the lowest states are full, the next electron must enter near the Fermi energy, and every donor already present has made the next one more expensive. How fast can the donor concentration then rise with the supply?

**What is held fixed.** The temperature $T$ and the activities of the host elements are constant. The dopant supply is described by its activity $a$, defined through the dopant chemical potential

$$\mu_D=\mu_D^\circ+kT\ln a .$$

Since a donor replaces a host atom, $\mu_D$ here means the chemical potential of the dopant atom minus that of the host atom it displaces. The host part is constant and sits in $\mu_D^\circ$. For a gas that delivers single dopant atoms, $a$ is proportional to the partial pressure.

The crystal has $N_s$ suitable sites per unit volume, of which $N$ hold donors. All donors are ionised, and there are no acceptors and no significant number of holes. Neutrality then requires the electron density $n$ to equal $N$. Energies of electrons are measured from the conduction-band edge $E_c$, and

$$\eta=\frac{E_F-E_c}{kT}$$

is the Fermi energy in thermal units. The band is parabolic and rigid: adding donors fills it but does not move or deform it.

**The free energy.** Let $\Delta g$ be the standard free energy needed to take a dopant atom from the source at $a=1$, place it as an ion on a given site, and put its electron at the band edge. It does not depend on $N$ in this model. The free energy of crystal plus source, per unit volume and divided by $kT$, has three parts that vary with $N$:

$$\omega(N)=N\left(\frac{\Delta g}{kT}-\ln a\right)+\frac{f_e(N)}{kT}-\ln W .$$

The first part is the cost of the ions, reduced by what the source pays. The second is the free energy $f_e$ of $n=N$ electrons, measured from the band edge. The third is the entropy of arranging $N$ donors on $N_s$ sites. With $W=N_s!/[N!(N_s-N)!]$ and Stirling's approximation $\ln M!\simeq M\ln M-M$,

$$-\ln W=N\ln\frac{N}{N_s}+(N_s-N)\ln\left(1-\frac{N}{N_s}\right).$$

Its derivative is $\ln(N/N_s)+1-\ln(1-N/N_s)-1=\ln[N/(N_s-N)]$.

For the electrons, $f_e=n\mu-P$, where $\mu=\eta kT$ and $P$ is the pressure of the electron gas. At fixed temperature $dP=n\,d\mu$, so $df_e=\mu\,dn+n\,d\mu-n\,d\mu=\mu\,dn$. The derivative of $f_e/kT$ is therefore $\eta$. Setting $d\omega/dN=0$ gives

$$\frac{\Delta g}{kT}-\ln a+\eta+\ln\frac{N}{N_s-N}=0 .$$

This is a minimum, and the only one, because both $\eta$ and the last logarithm increase with $N$. Taking the exponential,

$$\frac{N}{1-N/N_s}=N_cA\,e^{-\eta},\qquad A=\frac{N_s}{N_c}\,a\,e^{-\Delta g/kT}. \tag{1}$$

The density $N_c$, defined below, has been introduced to make $A$ a pure number. It is proportional to the activity. When $N\ll N_s$ the denominator on the left is one. The factor $e^{-\eta}$ carries the whole effect of the electrons: a high Fermi energy resists donors.

**Counting the electrons.** Including two spins,

$$n=\frac{2}{(2\pi)^3}\int_0^\infty 4\pi k^2 f\,dk,\qquad f=\frac{1}{1+e^{x-\eta}},\qquad x=\frac{\hbar^2k^2}{2mkT},$$

where $m$ is the effective mass. Define $Q=\sqrt{2mkT}/\hbar$, so that $k=Q\sqrt x$ and $k^2dk=\tfrac12Q^3\sqrt x\,dx$. Then

$$n=\frac{Q^3}{2\pi^2}\int_0^\infty\sqrt x\,f\,dx=N_cF(\eta),\qquad F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},$$

with $N_c=Q^3/(4\pi^{3/2})$. This is the usual effective density of states $2(2\pi mkT/h^2)^{3/2}$, since $2\pi mkT/h^2=Q^2/(4\pi)$.

Neutrality, $N=N_cF$, turns the dilute form of (1) into one equation for $\eta$:

$$F(\eta)\,e^\eta=A,\qquad\text{or}\qquad \eta+\ln F(\eta)=L,\quad L=\ln A. \tag{2}$$

For $\eta\ll-1$ the one in the denominator of $f$ is negligible. Because $\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2$, this gives $F=e^\eta$. Then $A=F^2$ and $N=N_c\sqrt A$: the square-root law of a nondegenerate crystal.

**The degenerate limit.** For $\eta\gg1$, integrate $F$ by parts. The boundary terms vanish, and

$$F=\frac{4}{3\sqrt\pi}\int_0^\infty x^{3/2}\left(-\frac{\partial f}{\partial x}\right)dx .$$

The bracket is a peak of unit area, symmetric about $x=\eta$ and a few units wide. Write $x=\eta+t$ and expand

$$(\eta+t)^{3/2}=\eta^{3/2}\left(1+\frac{3t}{2\eta}+\frac{3t^2}{8\eta^2}+\dots\right).$$

The lower limit $t=-\eta$ may be moved to $-\infty$ with an exponentially small error. The linear term vanishes by symmetry. The mean of $t^2$ follows by expanding the peak in powers of $e^{-t}$ for $t>0$:

$$\langle t^2\rangle=2\sum_{j=1}^\infty(-1)^{j+1}j\int_0^\infty t^2e^{-jt}dt=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

Hence

$$F=c\,\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}+\dots\right),\qquad c=\frac{4}{3\sqrt\pi}\simeq0.752. \tag{3}$$

The power three-halves is geometric. The occupied states fill a sphere whose radius grows as the square root of the Fermi energy, and their number grows as the cube of the radius.

**The law.** The left side of $\eta+\ln F=L$ increases with $\eta$, so $\eta\to\infty$ as $L\to\infty$. By (3), $\ln F$ grows only as $\tfrac32\ln\eta$, which becomes negligible beside $\eta$. Therefore $\eta/L\to1$, and

$$\boxed{\;\frac{N}{N_c\,c\,L^{3/2}}\longrightarrow1,\qquad L=\ln A\to\infty\;} \tag{4}$$

In this limit the activity must rise by a fixed factor to raise the Fermi energy by a fixed amount, and the electron density follows the three-halves power of that energy.

The next term shows how slowly this limit is reached. From (2) and (3),

$$\eta=L-\tfrac32\ln\eta-\ln c+O(\eta^{-2}).$$

Inside the logarithm $\eta$ may be replaced by $L$ with an error of order $(\ln L)/L$. Raising $\eta/L$ to the power three-halves gives

$$\frac{N}{N_ccL^{3/2}}=1-\frac{3}{2L}\left(\frac32\ln L+\ln c\right)+O\!\left(\frac{\ln^2L}{L^2}\right). \tag{5}$$

Solving (2) numerically gives a ratio of 0.64 at $L=10$, 0.90 at $L=100$ and 0.985 at $L=1000$. The last two values of $L$ have no physical counterpart, since $A$ would be $e^{100}$ or more. They show that (4) is a statement about a limit and that its bare form is a poor formula for numbers. A change of activity reference adds a constant $b$ to $L$. The limit is unaffected, because $(1+b/L)^{3/2}\to1$, but at practical values of $L$ the bare formula changes noticeably.

A better explicit formula keeps the logarithm of $\eta$. Use $F=c\eta^{3/2}$ in (2) and raise both sides to the power two-thirds:

$$\eta\,e^{2\eta/3}=(A/c)^{2/3}.$$

With $y=2\eta/3$ this reads $ye^y=\tfrac23(A/c)^{2/3}$. The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so

$$\eta=\frac32\,W\!\left[\frac23\left(\frac Ac\right)^{2/3}\right],\qquad N=N_cc\,\eta^{3/2}. \tag{6}$$

**A worked case.** Take parameters in the regime of germanium-doped gallium nitride grown by molecular-beam epitaxy under gallium-rich conditions: $T=1000$ K and the rough values $m=0.20$ electron masses and $N_s=4.4\times10^{22}$ cm$^{-3}$. Then $kT=0.0862$ eV and $N_c=1.37\times10^{19}$ cm$^{-3}$.

For $N=10^{20}$ cm$^{-3}$, $F=N/N_c=7.32$. Inverting the Fermi integral gives $\eta=4.36$, so the Fermi energy lies $4.36\times0.0862=0.376$ eV above the band edge. Equation (2) gives $A=7.32\,e^{4.36}\simeq574$ and $L=6.35$.

At $N=10^{18}$ cm$^{-3}$ the same steps give $\eta=-2.59$ and $L=-5.20$. The hundredfold increase in donors therefore needs the activity to rise by

$$e^{6.352+5.203}\simeq1.0\times10^5 .$$

The square-root law would ask for $10^4$. A further doubling, to $2\times10^{20}$ cm$^{-3}$, raises $\eta$ to 7.12 and costs a factor $2e^{7.118-4.361}\simeq32$, where the square-root law would ask for 4.

At $A=574$ the bare law $N_ccL^{3/2}$ gives $1.65\times10^{20}$ cm$^{-3}$, which is 65 % above the solution of (2). Formula (6) gives $\eta=4.41$ and $9.5\times10^{19}$ cm$^{-3}$, 5 % below it. That error comes from the omitted term $\pi^2/(8\eta^2)\simeq0.065$ in (3). It is partly offset because $\eta$ comes out slightly too high.

**Two conditions on the model.** Full ionisation matters a great deal. Suppose each donor kept a discrete bound level at an energy $E_b$ below the band edge, able to hold one electron of either spin. The Boltzmann weights of the occupied and empty level would give

$$\frac{N^0}{N^+}=2\,e^{\eta+E_b/kT}.$$

For dilute donors $N^+=N_cAe^{-\eta}$, so $N^0=2N_cA\,e^{E_b/kT}$. The neutral donors would grow linearly with activity and overtake the logarithmic law. With $E_b=30$ meV the ratio at $\eta=4.36$ would be about 220.

The law thus needs the level to have merged with the band. At low temperature a rough criterion is that the density exceed $(0.25/a_B)^3$, where $a_B$ is the donor Bohr radius, that is, the hydrogen radius times the dielectric constant over the mass ratio. With a rough dielectric constant of 9, $a_B=2.4$ nm and the criterion gives $1.2\times10^{18}$ cm$^{-3}$. A stricter criterion comes from linear screening: the bound level of a screened Coulomb potential disappears when the screening length falls below about $0.84\,a_B$. At zero temperature this takes $3.4\times10^{18}$ cm$^{-3}$. At 1000 K the electrons screen less well, and it takes about $1.5\times10^{19}$ cm$^{-3}$. The density $10^{20}$ cm$^{-3}$ is well above this. The comparison density $10^{18}$ cm$^{-3}$ is far below it, and there the bound-level formula would give a neutral fraction of about one sixth. The activity at that density is thus an ideal reference.

The band must also stay parabolic. If instead $E(1+\alpha E)=\hbar^2k^2/2m$, the radius of the filled sphere obeys $k_F^2\propto\eta(1+\alpha kT\eta)$, and to leading order

$$F\simeq c\,[\eta(1+\alpha kT\eta)]^{3/2}.$$

For $\alpha kT\eta\gg1$ this grows as $\eta^3$, and the law becomes the cube of the logarithm. In the example, the two-band estimate $\alpha=(1-0.20)^2/(3.0\ \text{eV})=0.21$ eV$^{-1}$, with a rough gap at growth temperature, raises $N$ at the same $A$ from 1.00 to $1.11\times10^{20}$ cm$^{-3}$.

## Second derivation: exchange events, and what each route assumes

The symbols carried over are these. $N$ of the $N_s$ sites per unit volume hold ionised donors; $a$ is the dopant activity; $\Delta g$ is the standard free energy of an ion plus an electron at the band edge; $\eta=(E_F-E_c)/kT$. The electron density is $N_cF(\eta)$, with

$$F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,f\,dx,\qquad f=\frac1{1+e^{x-\eta}} .$$

Also $A=(N_s/N_c)\,a\,e^{-\Delta g/kT}$, $L=\ln A$ and $c=4/(3\sqrt\pi)$. The result to be reached again is $N/(N_ccL^{3/2})\to1$. This time neither the free energy of the electron gas nor the Sommerfeld expansion is used.

**One exchange event.** Consider a site occupied by a host atom and a band orbital $j$ that is empty, at energy $E_j$ above the band edge. In a forward event a dopant atom enters the site and its electron enters the orbital. In the reverse event the ion leaves and takes that electron with it. Let the rates of these events, when the required initial state is present, be $R_j$ and $R_j'$.

The forward event changes the free energy of crystal plus source by $\Delta g+E_j-kT\ln a$. In equilibrium the probabilities of the two states stand in the ratio of their Boltzmann factors, and by detailed balance the event and its reverse occur equally often. Hence

$$\frac{R_j}{R_j'}=a\,e^{-(\Delta g+E_j)/kT}.$$

The individual rates depend on barriers and surface chemistry, but their ratio does not.

Now count events in the crystal. A forward event needs a free site and an empty orbital; a reverse event needs a donor and a filled orbital. In a large crystal, with donors and electrons placed independently, equal traffic through channel $j$ means

$$(N_s-N)(1-f_j)R_j=N f_jR_j' .$$

For electrons in thermal equilibrium among themselves, $(1-f_j)/f_j=e^{E_j/kT-\eta}$. Therefore

$$\frac{N}{N_s-N}=\frac{1-f_j}{f_j}\,\frac{R_j}{R_j'}=e^{E_j/kT-\eta}\;a\,e^{-\Delta g/kT-E_j/kT}=a\,e^{-\Delta g/kT}e^{-\eta}.$$

The orbital energy has cancelled, so every channel demands the same donor concentration. A low orbital is cheap to enter but almost always full. A high orbital is almost always empty but expensive. The two factors compensate, and what remains is the Fermi energy. For $N\ll N_s$ this is $N=N_cAe^{-\eta}$, and with neutrality $F(\eta)e^\eta=A$, as before.

Minimising the free energy has given the three-halves law, and counting exchange events has now recovered the balance $F(\eta)e^\eta=A$ by a separate route. It remains to derive the law from that balance without the Sommerfeld expansion, to compare what the two derivations assume, and to estimate the effects they leave out.

All numerical values are calculated from the stated model.
